# Athermal nucleation: how a shrinking critical size creates supercritical nuclei: verification in Python

```python
"""Athermal nucleation during a quench, tested with a discrete cluster model.

Result under test: the number M of clusters larger than the critical size n*
changes as dM/dt = J(n*) - N(n*) dn*/dt. With frozen atoms J = 0, and cooling
still raises M because n* moves down through the frozen distribution N(n).
N: clusters of n atoms in one memory cell; J: net flux along the size axis;
up, down: attachment and detachment rates of a cluster (1/s);
dmu: melt-to-crystal driving force per atom (eV); gamma: interface energy.
Clusters leaving the largest size are counted as supercritical for good.
Fractional sizes use unit-wide bins centred on whole numbers of atoms.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.optimize import brentq

KB = const.k / const.e                 # eV/K
T_MELT, HEAT = 900.0, 0.12             # K, eV per atom
VOLUME, GAMMA = 0.03, 0.50             # nm^3 per atom, eV/nm^2
HOP0, HOP_B, HOP_T0 = 2e13, 3300.0, 300.0   # 1/s, K, K
CELL_EDGE = 50.0                       # nm
ATOMS = CELL_EDGE**3 / VOLUME
AREA = (36 * np.pi)**(1 / 3) * VOLUME**(2 / 3)
N_MAX = 300
SIZE = np.arange(1, N_MAX + 1, dtype=float)
T_START, T_WARM, T_COLD = 890.0, 600.0, 450.0
MAIN_RATE = 3e10                       # K/s


def driving(T):
    return HEAT * (1 - T / T_MELT)


def driving_curved(T):
    """Driving force with a melt-crystal heat-capacity difference."""
    return driving(T) * 2 * T / (T + T_MELT)


def critical_size(dmu, gamma=GAMMA):
    return (2 * AREA * gamma / (3 * dmu))**3


def hop(T):
    return HOP0 * np.exp(-HOP_B / (T - HOP_T0))


def equilibrium(T, dmu, gamma=GAMMA, n=SIZE):
    work = AREA * gamma * n**(2 / 3) - n * dmu
    return ATOMS * np.exp(-work / (KB * T))


def rates(T, dmu, gamma=GAMMA):
    up = 4 * hop(T) * SIZE**(2 / 3)
    work_step = AREA * gamma * np.diff(SIZE**(2 / 3)) - dmu
    down = np.zeros(N_MAX)
    down[1:] = up[:-1] * np.exp(work_step / (KB * T))
    return up, down


def advance(pop, up, down, dt, monomers):
    """One implicit time step; the single-atom population is imposed."""
    band = np.zeros((3, N_MAX - 1))
    band[0, 1:] = -dt * down[2:]
    band[1] = 1 + dt * (up[1:] + down[1:])
    band[2, :-1] = -dt * up[1:-1]
    rhs = pop[1:].copy()
    rhs[0] += dt * up[0] * monomers
    new = np.empty(N_MAX)
    new[0] = monomers
    new[1:] = solve_banded((1, 1), band, rhs, check_finite=False)
    return new


def count_above(pop, x):
    m = int(np.floor(x + 0.5))
    return pop[m - 1] * (m + 0.5 - x) + pop[m:].sum()


def flux_at(pop, up, down, x):
    m = int(np.floor(x + 0.5))
    into = up[m - 2] * pop[m - 2] - down[m - 1] * pop[m - 1]
    out = up[m - 1] * pop[m - 1] - down[m] * pop[m]
    return into * (m + 0.5 - x) + out * (x - m + 0.5)


def cool(rate, t_end=T_COLD, t_start=T_START, pop=None, dT=0.1,
         gamma=GAMMA, force=driving):
    """Return populations, direct count, thermal part, athermal part.

    The athermal part uses the sweep speed of the linear driving force,
    so it is read only in runs made with that force.
    """
    if pop is None:
        pop = equilibrium(t_start, force(t_start), gamma)
    dt = dT / rate
    escaped = thermal = athermal = 0.0
    for i in range(int(round((t_start - t_end) / dT))):
        T = t_start - (i + 1) * dT
        dmu = force(T)
        up, down = rates(T, dmu, gamma)
        monomers = ATOMS * np.exp(-(AREA * gamma - dmu) / (KB * T))
        new = advance(pop, up, down, dt, monomers)
        escaped += dt * up[-1] * new[-1]
        t_mid = T + dT / 2
        x = critical_size(force(t_mid), gamma)
        if x < N_MAX - 1:
            m = int(np.floor(x + 0.5))
            thermal += dt * flux_at(new, up, down, x)
            density = 0.5 * (pop[m - 1] + new[m - 1])
            athermal += density * 3 * x / (T_MELT - t_mid) * dT
        pop = new
    end_size = critical_size(force(t_end), gamma)
    return pop, escaped + count_above(pop, end_size), thermal, athermal


def zeldovich(T):
    dmu = driving(T)
    return np.sqrt(dmu / (6 * np.pi * KB * T * critical_size(dmu)))


def crossover_rate(T):
    x = critical_size(driving(T))
    attach = 4 * hop(T) * x**(2 / 3)
    return 2 * attach * zeldovich(T) * (T_MELT - T) / (3 * x)


x_warm = critical_size(driving(T_WARM))
x_cold = critical_size(driving(T_COLD))

# Direct counts against the sum of the two integrated fluxes.
cooling_rates = [1e8, 1e9, 1e10, MAIN_RATE, 1e11]
runs = [cool(q) for q in cooling_rates]
ledger_errors = [abs((r[2] + r[3]) / r[1] - 1) for r in runs]
assert max(ledger_errors) < 0.01, ledger_errors
thermal_shares = [r[2] / (r[2] + r[3]) for r in runs]
assert all(a > b for a, b in zip(thermal_shares, thermal_shares[1:]))
main_pop, main_count, main_thermal, main_athermal = runs[3]
assert main_athermal > main_thermal
coarse_count = cool(MAIN_RATE, dT=0.2)[1]
step_change = abs(coarse_count / main_count - 1)
assert step_change < 0.02, step_change

# Very slow cooling: ratio of the two fluxes against the analytic estimate.
slow_rate = 1e6
warm_pop = cool(slow_rate, t_end=T_WARM)[0]
up_w, down_w = rates(T_WARM, driving(T_WARM))
sweep = slow_rate * 3 * x_warm / (T_MELT - T_WARM)
ratio_model = (warm_pop[int(np.floor(x_warm + 0.5)) - 1] * sweep
               / flux_at(warm_pop, up_w, down_w, x_warm))
ratio_formula = slow_rate / crossover_rate(T_WARM)
# The estimate treats the barrier top as a symmetric parabola.
assert abs(ratio_model / ratio_formula - 1) < 0.15

# Extreme quench: clusters keep their sizes while the count rises.
quenched, count_q, thermal_q, athermal_q = cool(
    1e14, t_start=T_WARM, pop=warm_pop)
gain = count_q - count_above(warm_pop, x_warm)
swept = count_above(warm_pop, x_cold) - count_above(warm_pop, x_warm)
window = slice(int(x_cold) - 1, int(x_warm) + 1)
size_change = np.max(np.abs(quenched[window] / warm_pop[window] - 1))
assert abs(gain / swept - 1) < 0.02
assert size_change < 0.03 and abs(thermal_q) < 0.02 * gain

# Closed estimate of the swept number, from the first curvature correction.
slope = (driving(T_COLD) - driving(T_WARM)) / (KB * T_WARM)
curvature = driving(T_COLD) / (3 * x_cold * KB * T_WARM)
edge_density = equilibrium(T_WARM, driving(T_WARM), n=x_cold)
estimate = edge_density / slope * (1 + curvature / slope**2)
assert abs(estimate / swept - 1) < 0.15   # higher terms are left out

# Fate of the supercritical clusters when held cold, with no new supply.
up_c, down_c = rates(T_COLD, driving(T_COLD))
resistance = 1 / (up_c * equilibrium(T_COLD, driving(T_COLD)))
growth_chance = (np.concatenate(([0.0], np.cumsum(resistance)[:-1]))
                 / resistance.sum())
edge = int(np.floor(x_cold + 0.5))
seeds = main_pop.copy()
seeds[:edge - 1] = 0
seeds[edge - 1] *= edge + 0.5 - x_cold
pop, dt, survivors = seeds.copy(), 1e-6, 0.0
for _ in range(450):
    pop = advance(pop, up_c, down_c, dt, 0.0)
    survivors += dt * up_c[-1] * pop[-1]
    dt *= 1.05
assert abs(survivors / (growth_chance @ seeds) - 1) < 1e-5
survival = survivors / seeds.sum()

# Hold cold with supply: time to double the count, then the steady flux.
monomers_cold = equilibrium(T_COLD, driving(T_COLD))[0]
pop, dt, doubling_time, added = main_pop.copy(), 1e-8, 0.0, 0.0
while added < main_count:
    pop = advance(pop, up_c, down_c, dt, monomers_cold)
    added += dt * flux_at(pop, up_c, down_c, x_cold)
    doubling_time += dt
    dt *= 1.01
for _ in range(450):
    pop = advance(pop, up_c, down_c, dt, monomers_cold)
    dt *= 1.05
steady_flux = 1 / resistance.sum()
assert abs(flux_at(pop, up_c, down_c, x_cold) / steady_flux - 1) < 1e-4

# Descriptions of the frozen state and sizes of neglected effects.
n_edge = float(round(x_cold))
frozen_density = main_pop[int(n_edge) - 1]
freeze_T = brentq(lambda T: np.log(
    equilibrium(T, driving(T), n=n_edge) / frozen_density), T_COLD, T_START)
cold_density = equilibrium(T_COLD, driving(T_COLD), n=n_edge)
reheated = count_above(main_pop, x_warm)
curved_count = cool(MAIN_RATE, force=driving_curved)[1]
stiff_count = cool(MAIN_RATE, gamma=1.1 * GAMMA)[1]
rim = quad(lambda T: VOLUME**(1 / 3) * hop(T)
           * (1 - np.exp(-driving(T) / (KB * T))) / MAIN_RATE,
           T_COLD, T_MELT)[0]
tied_up = (SIZE[1:] * main_pop[1:]).sum() / ATOMS

print(f"Melting point {T_MELT:.0f} K; heat {HEAT:.2f} eV/atom")
print(f"Atomic volume {VOLUME:.3f} nm^3; cell edge {CELL_EDGE:.0f} nm")
print(f"Atoms in cell {ATOMS:.3e}")
print(f"Interface energy {GAMMA:.2f} eV/nm^2 = "
      f"{GAMMA * const.e * 1e18:.3f} J/m^2")
print(f"Hop law: {HOP0:.1e} 1/s, B {HOP_B:.0f} K, T0 {HOP_T0:.0f} K")
for T in (700.0, 650.0, 600.0, 550.0, 500.0, 450.0):
    x = critical_size(driving(T))
    radius = (3 * x * VOLUME / (4 * np.pi))**(1 / 3)
    barrier = driving(T) * x / 2
    print(f"T {T:.0f} K: dmu {driving(T):.4f} eV, n* {x:.1f} atoms, "
          f"r* {radius:.2f} nm, W* {barrier:.3f} eV = "
          f"{barrier / (KB * T):.1f} kT")
    print(f"  hop {hop(T):.2e} 1/s, Z {zeldovich(T):.4f}, "
          f"crossover {crossover_rate(T):.2e} K/s")
print("Cooling from 890 K to 450 K, mean nuclei per cell:")
for q, r, share in zip(cooling_rates, runs, thermal_shares):
    print(f"q {q:.0e} K/s: count {r[1]:.4g}, thermal {r[2]:.4g}, "
          f"athermal {r[3]:.4g}, thermal share {100 * share:.2f} %")
print(f"Largest ledger mismatch {100 * max(ledger_errors):.3f} %")
print(f"Count change on doubling the step {100 * step_change:.3f} %")
print(f"Flux ratio at 600 K, {slow_rate:.0e} K/s: model "
      f"{ratio_model:.3e}, formula {ratio_formula:.3e}")
print("Extreme quench 600 K to 450 K at 1e14 K/s, per cell:")
print(f"  gain {gain:.4f}, frozen clusters swept {swept:.4f}")
print(f"  thermal part {thermal_q:.2e}, largest change of N(n) "
      f"{100 * size_change:.2f} %")
print(f"  slope s {slope:.4f} per atom, curvature c {curvature:.4f}")
print(f"  edge density {edge_density:.4f} per atom of size, "
      f"estimate {estimate:.4f}")
print(f"Main quench {MAIN_RATE:.0e} K/s:")
print(f"  chance of at least one nucleus {1 - np.exp(-main_count):.3f}")
print(f"  freezing temperature at n = {n_edge:.0f}: {freeze_T:.0f} K")
print(f"  frozen / 450 K equilibrium density there "
      f"{frozen_density / cold_density:.4f}")
print(f"  growth chance of nuclei held at 450 K {survival:.3f}")
print(f"  still supercritical on sudden reheat to 600 K {reheated:.2e}")
print(f"  time at 450 K to double the count {doubling_time * 1e6:.2f} us")
print(f"  steady thermal flux at 450 K {steady_flux:.3e} per cell per s")
print("Neglected effects for the main quench:")
print(f"  count with curved driving force {curved_count:.2e} per cell")
print(f"  count with gamma 10 % higher {stiff_count:.4f} per cell")
print(f"  rim growth during cooling {rim:.2f} nm")
print(f"  share of atoms tied up in clusters {100 * tied_up:.2f} %")
print("success")
```

It prints:

```
Melting point 900 K; heat 0.12 eV/atom
Atomic volume 0.030 nm^3; cell edge 50 nm
Atoms in cell 4.167e+06
Interface energy 0.50 eV/nm^2 = 0.080 J/m^2
Hop law: 2.0e+13 1/s, B 3300 K, T0 300 K
T 700 K: dmu 0.0267 eV, n* 198.8 atoms, r* 1.13 nm, W* 2.651 eV = 43.9 kT
  hop 5.23e+09 1/s, Z 0.0109, crossover 5.19e+09 K/s
T 650 K: dmu 0.0333 eV, n* 101.8 atoms, r* 0.90 nm, W* 1.696 eV = 30.3 kT
  hop 1.61e+09 1/s, Z 0.0176, crossover 4.04e+09 K/s
T 600 K: dmu 0.0400 eV, n* 58.9 atoms, r* 0.75 nm, W* 1.178 eV = 22.8 kT
  hop 3.34e+08 1/s, Z 0.0264, crossover 1.81e+09 K/s
T 550 K: dmu 0.0467 eV, n* 37.1 atoms, r* 0.64 nm, W* 0.866 eV = 18.3 kT
  hop 3.70e+07 1/s, Z 0.0375, crossover 3.89e+08 K/s
T 500 K: dmu 0.0533 eV, n* 24.9 atoms, r* 0.56 nm, W* 0.663 eV = 15.4 kT
  hop 1.37e+06 1/s, Z 0.0514, crossover 2.57e+07 K/s
T 450 K: dmu 0.0600 eV, n* 17.5 atoms, r* 0.50 nm, W* 0.524 eV = 13.5 kT
  hop 5.58e+03 1/s, Z 0.0686, crossover 1.77e+05 K/s
Cooling from 890 K to 450 K, mean nuclei per cell:
q 1e+08 K/s: count 6.5, thermal 2.16, athermal 4.341, thermal share 33.22 %
q 1e+09 K/s: count 2.092, thermal 0.1177, athermal 1.975, thermal share 5.62 %
q 1e+10 K/s: count 0.7525, thermal 0.003269, athermal 0.7494, thermal share 0.43 %
q 3e+10 K/s: count 0.4569, thermal 0.0005044, athermal 0.4565, thermal share 0.11 %
q 1e+11 K/s: count 0.2596, thermal 6.356e-05, athermal 0.2596, thermal share 0.02 %
Largest ledger mismatch 0.033 %
Count change on doubling the step 0.034 %
Flux ratio at 600 K, 1e+06 K/s: model 5.408e-04, formula 5.516e-04
Extreme quench 600 K to 450 K at 1e14 K/s, per cell:
  gain 0.6073, frozen clusters swept 0.6072
  thermal part 3.92e-07, largest change of N(n) 0.00 %
  slope s 0.3868 per atom, curvature c 0.0222
  edge density 0.1949 per atom of size, estimate 0.5784
Main quench 3e+10 K/s:
  chance of at least one nucleus 0.367
  freezing temperature at n = 17: 603 K
  frozen / 450 K equilibrium density there 0.0387
  growth chance of nuclei held at 450 K 0.652
  still supercritical on sudden reheat to 600 K 1.82e-05
  time at 450 K to double the count 28.17 us
  steady thermal flux at 450 K 5.802e+04 per cell per s
Neglected effects for the main quench:
  count with curved driving force 8.48e-08 per cell
  count with gamma 10 % higher 0.0017 per cell
  rim growth during cooling 8.26 nm
  share of atoms tied up in clusters 1.00 %
success
```
